# Oblique polar phonons of orthorhombic hafnia in the quasi-electrostatic range

## One oscillator, wavevector along its axis

Consider a crystal with one infrared-active vibration, polarized along $z$. Its mass-weighted normal coordinate is $\xi$, its frequency without a macroscopic field is $\omega_z$, and the cell volume is $\Omega$. I use atomic units, with $\mathbf D=\mathbf E+4\pi\mathbf P$ and time factor $e^{-i\omega t}$. The potential energy per cell in a field $E$ along $z$ is

$$U=\tfrac12\omega_z^2\xi^2-ZE\xi-\frac{\Omega(\varepsilon_\infty-1)}{8\pi}E^2 .$$

Here $Z$ is the mode charge and $\varepsilon_\infty$ the permittivity of the electrons with the nuclei held fixed. The equation of motion $\ddot\xi=-\partial U/\partial\xi$ and the polarization $P=-\Omega^{-1}\partial U/\partial E$ give

$$(\omega_z^2-\omega^2)\xi=ZE,\qquad P=\frac{Z\xi}{\Omega}+\frac{\varepsilon_\infty-1}{4\pi}E .$$

The same $Z$ appears twice because both equations come from one energy. Eliminating $\xi$ gives $D=\varepsilon_z E$ with

$$\varepsilon_z(\omega)=\varepsilon_\infty+\frac{S_z}{\omega_z^2-\omega^2},\qquad S_z=\frac{4\pi Z^2}{\Omega}.$$

Now let the wave vary as $e^{iqz}$. Without free charge, $\nabla\cdot\mathbf D=0$ means $iqD=0$, so $\varepsilon_zE=0$. If $E\ne0$, then $\varepsilon_z=0$ and

$$\omega^2=\omega_z^2+S_z/\varepsilon_\infty\equiv\omega_{Lz}^2 .$$

This is the longitudinal frequency. The displaced ions create a field that opposes their displacement, and this adds a restoring force.

## A second axis, and a tilted wavevector

Add a vibration along $x$ with frequency $\omega_x$ and strength $S_x$, and for this section give both axes the same $\varepsilon_\infty$. Tilt the wavevector by $\theta$ from $z$: $\mathbf q=q\mathbf n$, $\mathbf n=(\sin\theta,0,\cos\theta)$. If retardation is negligible, the field is a gradient, $\mathbf E=-\nabla\phi=-i\mathbf q\phi$, so it points along $\mathbf n$: $\mathbf E=E\mathbf n$. Each component of $\mathbf D$ is $D_i=\varepsilon_iEn_i$, and $\mathbf n\cdot\mathbf D=0$ becomes

$$E\left(\sin^2\theta\,\varepsilon_x+\cos^2\theta\,\varepsilon_z\right)=0 .$$

One longitudinal field drives both vibrations. The contributions of the two axes to $\mathbf n\cdot\mathbf D$, each including its electronic part, must cancel. Write $w=\omega^2$. Since $\sin^2\theta+\cos^2\theta=1$, the bracket vanishes when

$$\varepsilon_\infty+\frac{\sin^2\theta\,S_x}{\omega_x^2-w}+\frac{\cos^2\theta\,S_z}{\omega_z^2-w}=0 .$$

Multiplication by $(\omega_x^2-w)(\omega_z^2-w)/\varepsilon_\infty$ gives a quadratic:

$$(\omega_x^2-w)(\omega_z^2-w)+\frac{\sin^2\theta\,S_x}{\varepsilon_\infty}(\omega_z^2-w)+\frac{\cos^2\theta\,S_z}{\varepsilon_\infty}(\omega_x^2-w)=0 .$$

**First limit: $\theta\to0$.** The quadratic factors into

$$(\omega_x^2-w)(\omega_{Lz}^2-w)=0 .$$

One root is the longitudinal $z$ frequency, the other the transverse $x$ frequency. For small $\theta$, put $w=\omega_x^2+\delta$ and keep terms linear in $\delta$ and $\sin^2\theta$:

$$-\delta(\omega_z^2-\omega_x^2)+\frac{\sin^2\theta\,S_x}{\varepsilon_\infty}(\omega_z^2-\omega_x^2)-\frac{S_z}{\varepsilon_\infty}\delta=0 .$$

Solving for $\delta$, and using $\varepsilon_z(\omega_x)=\varepsilon_\infty+S_z/(\omega_z^2-\omega_x^2)$,

$$\delta=\frac{\sin^2\theta\,S_x}{\varepsilon_z(\omega_x)} .$$

The $z$ axis screens the field made by the $x$ vibration. Where $\varepsilon_z(\omega_x)$ is negative, the screening reverses the field and the mode softens. The dropped terms are negligible when both $|\delta|$ and $\sin^2\theta\,S_x/\varepsilon_\infty$ are small compared with $|\omega_{Lz}^2-\omega_x^2|$. The expansion therefore fails when $\omega_x$ lies close to $\omega_{Lz}$, where the two modes mix strongly. This includes the case of $\varepsilon_z(\omega_x)$ near zero, and also a weak $z$ mode whose transverse and longitudinal frequencies both lie close to $\omega_x$.

At $\theta=0$ itself the condition before multiplication is just $\varepsilon_z=0$. The root $w=\omega_x^2$ then comes from the multiplying factor. It is still a physical mode: the $x$ vibration makes no field when $\mathbf q$ is perpendicular to it. It belongs to the other solution of $E(\ldots)=0$, namely $E=0$.

**Second limit: identical axes.** If $\omega_x=\omega_z$ and $S_x=S_z$, the bracket reduces to $\varepsilon_z=0$ for every $\theta$. This gives one longitudinal mode; the second mode, with its dipole perpendicular to $\mathbf q$, has $E=0$ and stays at the transverse frequency. Any general statement must therefore keep track of field-free modes.

## The permittivity of the orthorhombic crystal

Polar orthorhombic hafnia has space group $Pca2_1$ and point group $mm2$. Let $x,y,z$ lie along $a,b,c$, with $c$ the polar axis. I assume a harmonic, undamped, non-magnetic bulk crystal and wavelengths long compared with the cell, so that the response is taken at its long-wave limit.

With many modes, $Z$ becomes a vector $\mathbf Z_m$ for each normal coordinate $\xi_m$, and the same elimination gives

$$\varepsilon_{ij}(\omega)=\varepsilon_{\infty,ij}+\frac{4\pi}{\Omega}\sum_m\frac{Z_{m,i}Z_{m,j}}{\omega_m^2-\omega^2}.$$

The point group contains the mirrors $\sigma_x=\mathrm{diag}(-1,1,1)$ and $\sigma_y=\mathrm{diag}(1,-1,1)$. The tensor must be unchanged by both. The first reverses $\varepsilon_{xy}$ and $\varepsilon_{xz}$, the second $\varepsilon_{yz}$, so all three vanish at every frequency. The principal axes are fixed to the crystal axes. With the twofold axis alone, $\varepsilon_{xy}$ would be allowed, and a sum over diagonal elements would miss the term $2n_xn_y\varepsilon_{xy}$.

The modes can be sorted in the same way. Each can be chosen to be multiplied by $\pm1$ under each mirror, and its vector $\mathbf Z_m$ must acquire the same signs. For signs $(\sigma_x,\sigma_y)$:

- $(+,+)$ permits $Z_z$;
- $(-,+)$ permits $Z_x$;
- $(+,-)$ permits $Z_y$;
- $(-,-)$ permits no component, so the mode is silent in the infrared.

The cell has 12 atoms in three groups of four, each group in a general position. For one group and one Cartesian direction of displacement, the motion of one atom and the two signs fix the motion of the other three. Each sign pair thus receives three patterns per group and nine in all. The uniform translations remove one pattern from each of the first three classes. There remain 8 polar modes along each axis and 9 silent ones, or 33 optical modes. Hence

$$\varepsilon_i(\omega)=\varepsilon_{\infty,i}+\sum_{m\in i}\frac{S_m}{\omega_m^2-\omega^2},\qquad S_m=\frac{4\pi Z_m^2}{\Omega}.$$

## From Maxwell's equations to the condition

The gradient form of $\mathbf E$ was assumed above. For a plane wave, Maxwell's equations read

$$\mathbf q\times\mathbf E=\frac{\omega}{c}\mathbf B,\qquad \mathbf q\times\mathbf B=-\frac{\omega}{c}\mathbf D .$$

Taking $\mathbf q\times$ of the first and inserting the second,

$$\mathbf q(\mathbf q\cdot\mathbf E)-q^2\mathbf E+\frac{\omega^2}{c^2}\mathbf D=0 .$$

Define $N=cq/\omega$ and divide by $\omega^2/c^2$. Along axis $i$,

$$(N^2-\varepsilon_i)E_i=N^2n_i(\mathbf n\cdot\mathbf E).$$

Suppose $\mathbf n\cdot\mathbf E\neq0$. Then

$$E_i=\frac{n_i(\mathbf n\cdot\mathbf E)}{1-\varepsilon_i/N^2}.$$

Multiply by $n_i$, sum over $i$ and cancel $\mathbf n\cdot\mathbf E$. The left side becomes 1, which equals $\sum_in_i^2$. Subtracting it and multiplying by $N^2$ gives

$$\sum_i\frac{n_i^2\varepsilon_i}{1-\varepsilon_i/N^2}=0 .$$

When $N^2\gg|\varepsilon_i|$, the denominators tend to one, $\mathbf E$ becomes parallel to $\mathbf n$, and

$$\boxed{n_x^2\varepsilon_x(\omega)+n_y^2\varepsilon_y(\omega)+n_z^2\varepsilon_z(\omega)=0}$$

This is the quasi-electrostatic condition. It applies when $\sqrt{|\varepsilon_i|}\,\omega/c\ll q\ll\pi/a$ for every axis, where $a$ is a cell length. The magnitude of $q$ has dropped out and the direction remains.

The leading retardation correction follows from $1/(1-\varepsilon_i/N^2)\simeq1+\varepsilon_i/N^2$. Let $f(w)=\sum_in_i^2\varepsilon_i$ and let $w_0$ be a root. Expanding $f$ about $w_0$,

$$f'(w_0)\,\delta w+\frac1{N^2}\sum_in_i^2\varepsilon_i^2=0,
\qquad
\delta w=-\frac{1}{N^2}\frac{\sum_in_i^2\varepsilon_i^2}{f'(w_0)} .$$

The slope is

$$f'(w)=\sum_i n_i^2\sum_{m\in i}\frac{S_m}{(\omega_m^2-w)^2}>0,$$

so this correction lowers the frequency. It scales as $q^{-2}$.

## Which modes obey it, and how many

In the electrostatic limit the complete statement is $Ef(w)=0$. A mode with $E=0$ satisfies $(\omega_m^2-\omega^2)\xi_m=0$ and, from $\mathbf n\cdot\mathbf D=0$,

$$\sum_m(\mathbf n\cdot\mathbf Z_m)\xi_m=0 .$$

There are three ways to meet this. The mode can be silent; its dipole can be perpendicular to $\mathbf n$, which happens when the relevant $n_i$ is zero; or polar modes can share one frequency and combine so that their charges along $\mathbf n$ cancel. These modes need not be roots of $f$.

Now let all $n_i$ be nonzero, let all 24 polar modes have nonzero charge, and let no two of their transverse frequencies coincide. Just above each pole $f$ is large and negative; just below the next it is large and positive. Because $f$ rises throughout the gap, it crosses zero once. Above the last pole it rises from $-\infty$ to $\sum_in_i^2\varepsilon_{\infty,i}>0$ and crosses once more. Below the first pole every term is positive for $w\geq0$, and $f$ remains positive for $w<0$ as well. There are therefore 24 roots, one above each transverse frequency, and these are all the polar modes.

The highest root can be bounded. Above all transverse frequencies, $\varepsilon_i$ is negative below the highest longitudinal frequency of axis $i$ and positive above it. The weighted sum can vanish only if the signs differ or all three permittivities vanish together. So the top oblique frequency lies between the smallest and the largest of the three highest axial longitudinal frequencies.

The roots also obey a product rule. As a rational function, $f$ has 24 zeros $\omega_k^2$, 24 poles $\omega_m^2$ and the limit $f(\infty)=\sum_in_i^2\varepsilon_{\infty,i}$. Therefore

$$f(w)=f(\infty)\frac{\prod_k(\omega_k^2-w)}{\prod_m(\omega_m^2-w)},
\qquad
\frac{\prod_k\omega_k^2}{\prod_m\omega_m^2}=\frac{\sum_in_i^2\varepsilon_i(0)}{\sum_in_i^2\varepsilon_{\infty,i}} .$$

For one mode along one axis this is the usual ratio $\omega_L^2/\omega_T^2=\varepsilon(0)/\varepsilon_\infty$.

## A film as a second case

Let a wide single-crystal film have normal $\mathbf n$, and let the field vary with the distance $s$ across it, $\mathbf E=E(s)\mathbf n$. Such a field has no curl. With a local response, $\nabla\cdot\mathbf D=0$ gives

$$\left(\sum_in_i^2\varepsilon_i\right)\frac{dE}{ds}=0 .$$

A non-uniform field needs the bracket to vanish. With ideal short-circuited electrodes at $s=0$ and $s=d$, the potential $\phi\propto\sin(\pi s/d)$ vanishes at both, and its frequency obeys the boxed condition. This motivates $q=\pi/d$ as the wavevector scale. A uniform field in the same short-circuited film must be zero, since the voltage is zero; polar vibrations that are uniform across the film therefore stay at the transverse frequencies. This needs perfect screening. If each electrode acts as a gap of effective vacuum thickness $\lambda$, zero voltage means $Ed+2\lambda\,\mathbf n\cdot\mathbf D=0$, so the uniform modes obey $\sum_in_i^2\varepsilon_i=-d/2\lambda$ and lie above the transverse frequencies. For the model below, an assumed $\lambda=0.05$ nm raises them by 1 to 4.5 cm$^{-1}$.

## Numbers for a 10 nm film

Take $d=10$ nm and a grain whose normal is $\mathbf n=(1,2,2)/3$ in the crystal axes, at $48.2^\circ$ to the polar axis. The weights are $n_x^2=1/9$ and $n_y^2=n_z^2=4/9$. Two effective oscillators per axis stand for the eight real ones. I specify each by its transverse wavenumber and its static contribution $\Delta\varepsilon_m=S_m/\omega_m^2$; all values are round model parameters.

- $x$: $\varepsilon_\infty=4.8$; 200 and 420 cm$^{-1}$; $\Delta\varepsilon=14$ and 4.
- $y$: $\varepsilon_\infty=4.7$; 250 and 360 cm$^{-1}$; $\Delta\varepsilon=10$ and 5.
- $z$: $\varepsilon_\infty=4.6$; 300 and 390 cm$^{-1}$; $\Delta\varepsilon=7$ and 4.

Finding the zero of $f$ by bracketing in each interval gives six modes. Permittivities are evaluated before rounding the frequency.

| cm$^{-1}$ | meV | $\varepsilon_x$ | $\varepsilon_y$ | $\varepsilon_z$ |
|---:|---:|---:|---:|---:|
| 205 | 25.4 | −263.7 | 42.7 | 23.3 |
| 269 | 33.4 | −5.7 | −46.7 | 48.2 |
| 326 | 40.5 | 6.5 | 18.6 | −20.2 |
| 377 | 46.7 | 19.7 | −56.4 | 51.4 |
| 416 | 51.5 | 193.9 | −16.0 | −32.5 |
| 620 | 76.9 | −0.219 | 0.215 | −0.160 |

The top mode can be followed by hand. Keeping 619.97 cm$^{-1}$ to show the cancellation, $\omega^2=384363$ cm$^{-2}$, and

$$\varepsilon_x=4.8+\frac{14(200)^2}{200^2-384363}+\frac{4(420)^2}{420^2-384363}
=4.8-1.626-3.393=-0.219 .$$

The other axes follow in the same way. The weighted terms are $-0.024$, $0.095$ and $-0.071$, whose sum is zero to the digits shown. No principal permittivity vanishes at this frequency. The highest axial longitudinal wavenumbers are 629, 610 and 627 cm$^{-1}$ for $x,y,z$, and 620 lies within their range. In the lowest mode the terms are much larger, $-29.3+19.0+10.3=0$. The $x$ term is large and negative because 205 cm$^{-1}$ lies just above the $x$ pole at 200 cm$^{-1}$. The $y$ and $z$ terms are positive because the mode lies below all the poles of those axes, where their permittivities exceed the static values.

For the product rule, the static permittivities are 22.8, 19.7 and 15.6, so

$$\frac{22.8+4(19.7)+4(15.6)}{4.8+4(4.7)+4(4.6)}=\frac{164.0}{42.0}=3.905 .$$

The product of the six squared oblique frequencies divided by that of the transverse ones is also 3.905.

The total polarization need not follow $\mathbf q$. From $4\pi P_i=(\varepsilon_i-1)En_i$ and the boxed condition, $4\pi\mathbf n\cdot\mathbf P=-E$. The angle $\alpha$ between the lines of $\mathbf P$ and $\mathbf q$ satisfies

$$\cos\alpha=\left[\sum_in_i^2(\varepsilon_i-1)^2\right]^{-1/2}.$$

It is $11^\circ$ for the top mode and between $87^\circ$ and $89^\circ$ for the others. The top mode is nearly longitudinal. The lower five have nearly transverse total polarization, since their large permittivities mean a small field for a given polarization. Yet their frequencies still depend on direction through that field.

## What the example leaves out

The wavevector is $q=0.314$ nm$^{-1}$. For the top mode $\omega/c=3.9\times10^{-4}$ nm$^{-1}$, so $N\simeq806$; a cell length of 0.5 nm puts the zone edge at 6.3 nm$^{-1}$. The retardation formula gives a largest shift of $-6\times10^{-4}$ cm$^{-1}$ among the six modes.

To size short-range dispersion, I lower each transverse frequency by $50\sin^2(qa/2)=0.31$ cm$^{-1}$, where 50 cm$^{-1}$ is an assumed band width and $a=0.5$ nm. With strengths $S_m$ fixed, the modes move by at most 0.31 cm$^{-1}$. Warming from 300 to 360 K, with an assumed softening of 0.02 cm$^{-1}$ per kelvin for every transverse mode and the same fixed strengths, moves them by at most 1.2 cm$^{-1}$.

Friction replaces $\omega_m^2-\omega^2$ by $\omega_m^2-\omega^2-i\gamma_m\omega$. The condition then has complex roots. For assumed $\gamma_m$ of 10 and 25 ($x$), 12 and 20 ($y$), and 15 and 25 cm$^{-1}$ ($z$), the matrix eigenvalues of the damped equations of motion give full widths, $-2\,\mathrm{Im}\,\omega$, of 10 to 25 cm$^{-1}$. The real parts move by at most 0.2 cm$^{-1}$. For these values, damping broadens the modes far more than it shifts them.

Replacing eight oscillators by two is less harmless. Adding one weak $z$ mode at 500 cm$^{-1}$ with $\Delta\varepsilon=0.2$ raises the top root by 7 cm$^{-1}$. That trial adds strength. A closer test of lumping splits each oscillator into four, each with a quarter of its $\Delta\varepsilon$, spaced evenly over $\pm10$, $\pm20$ or $\pm30\%$ of its wavenumber. The static permittivities are unchanged, yet the top root rises by 5, 20 and 42 cm$^{-1}$. The model also has no transverse mode above 420 cm$^{-1}$. A weak $x$ mode at 700 cm$^{-1}$ with $\Delta\varepsilon=0.1$ moves the 620 root to 618 and puts a new top root at 703 cm$^{-1}$. These are trials, not bounds on the error of lumping.

Grain width shifts the modes more than retardation, dispersion, warming or damping do in these estimates. A grain 20 nm wide suggests an in-plane wavevector of order $\pi/20$ nm$^{-1}$, beside $\pi/10$ nm$^{-1}$ across the film. The tilt is $\arctan(10/20)=26.6^\circ$. Solving the condition for 72 equally spaced in-plane directions of this tilt gives shifts from $-16$ to $+21$ cm$^{-1}$ over the six modes, and from $-8$ to $+6$ cm$^{-1}$ for the top one. These are shifts of single plane waves. Because the crystal axes are tilted to the film, a wave whose potential vanishes at both electrodes must combine two wavevectors with the same in-plane part. Let $k$ be the in-plane wavevector along a unit vector $\mathbf t$, and write $\varepsilon_{nn},\varepsilon_{nt},\varepsilon_{tt}$ for the tensor components along $\mathbf n$ and $\mathbf t$. The two normal components $\kappa$ solve $\varepsilon_{nn}\kappa^2+2\varepsilon_{nt}k\kappa+\varepsilon_{tt}k^2=0$, and for the lowest standing wave they differ by $2\pi/d$. This gives $\varepsilon_{nn}^2(\pi/d)^2+k^2(\varepsilon_{nn}\varepsilon_{tt}-\varepsilon_{nt}^2)=0$, with one root below and one above each unshifted mode. The shifts run from $-9$ to $+11$ cm$^{-1}$ over the six modes and from $-4$ to $+4$ cm$^{-1}$ for the top one, roughly half the plane-wave values.

A real hafnia capacitor film can be polycrystalline, with a static permittivity of roughly 20 to 30; the mean of the model's three static values is about 19, near the low end. A film that contains several phases, dopants or many grain orientations breaks the assumption of one wide orthorhombic crystal. The standing-wave estimate gives a scale of about 10 cm$^{-1}$ for the effect of lateral size alone; other phases, strain and an applied bias are not included. The six frequencies illustrate the angular condition for the stated parameters and are not a line list for a measured spectrum.

Numerical values quoted here were computed with a short program.
